# Coupling factor k33 from the resonance and antiresonance of a bar

## Question

I have a piezoelectric ceramic bar, poled along its length, with electrodes on its two end faces. It is held so lightly that both ends are free. Its fundamental length-extensional mode resonates at 200 kHz and antiresonates at 250 kHz, and I need its coupling factor $k_{33}$.

I treated the bar as a mass on a spring that is softer in short circuit than in open circuit. That gives $k^2=1-(f_s/f_p)^2=0.36$, so $k=0.60$. I am told that this is an effective coupling of the mode and not $k_{33}$. Why are they different, how do I derive the right relation, and what value does it give? I would also like to know how far to trust the number for a real bar.

## Answer

Your spring has one strain and one electric field. In the bar both vary along the length, and short-circuiting the ends does not remove the field inside. The cure is to solve the wave problem and find where the electrical impedance vanishes and where it diverges.

### What $k_{33}$ means

Let $x$ run along the bar from $-L/2$ to $L/2$. The bar is slender, so I take the axial stress $T$ as the only stress. Let $S=\partial u/\partial x$ be the axial strain, $u$ the displacement, and $E$ and $D$ the axial electric field and displacement. For small signals and no loss,

$$S=s^E T+dE,\qquad D=dT+\varepsilon^T E .$$

Here $s^E$ is the compliance at constant field, $\varepsilon^T$ the permittivity at constant stress, and $d$ stands for $d_{33}$. The coupling factor is a combination of these material constants:

$$k^2\equiv k_{33}^2=\frac{d^2}{s^E\varepsilon^T}.$$

It has a direct energy meaning. Load the bar slowly to stress $T$ with its ends short-circuited; the work per volume is $s^ET^2/2$. Now open the circuit and unload. $D=dT$ stays frozen, and at zero stress the remaining electrical energy is $D^2/(2\varepsilon^T)=d^2T^2/(2\varepsilon^T)$. This is the fraction $k^2$ of the work put in.

### Constitutive equations in terms of $S$ and $D$

There is no free charge inside the bar. If no flux leaves through the sides, Gauss's law gives $\partial D/\partial x=0$. So $D$ is uniform, while $E$ need not be, and it pays to use $D$ as a variable.

The second constitutive equation gives $E=(D-dT)/\varepsilon^T$. Put this into the first:

$$S=\left(s^E-\frac{d^2}{\varepsilon^T}\right)T+\frac{d}{\varepsilon^T}D
= s^D T+gD,$$

$$s^D=s^E(1-k^2),\qquad g=\frac{d}{\varepsilon^T}.$$

With $c^D=1/s^D$ and $h=gc^D$, solving for the stress gives

$$T=c^DS-hD .$$

Insert this into $E=D/\varepsilon^T-gT$:

$$E=-hS+\left(\frac1{\varepsilon^T}+g^2c^D\right)D .$$

Since $g^2c^D=\dfrac{d^2}{(\varepsilon^T)^2s^E(1-k^2)}=\dfrac{k^2}{\varepsilon^T(1-k^2)}$, the bracket equals $1/[\varepsilon^T(1-k^2)]$. Therefore

$$E=-hS+\frac{D}{\varepsilon^{LS}},\qquad \varepsilon^{LS}=\varepsilon^T(1-k^2),$$

where $\varepsilon^{LS}$ is the permittivity at fixed length. One more combination will be needed:

$$\frac{h^2\varepsilon^{LS}}{c^D}=g^2c^D\varepsilon^{LS}
=\frac{k^2}{\varepsilon^T(1-k^2)}\,\varepsilon^T(1-k^2)=k^2 .$$

### Motion of the bar

Take the time dependence as $e^{i\omega t}$. Because $D$ is uniform, it drops out of the stress gradient, and Newton's law is

$$-\rho\omega^2u=\frac{\partial T}{\partial x}=c^D\frac{\partial^2u}{\partial x^2}.$$

The wavenumber is $q=\omega/v^D$ with $v^D=\sqrt{c^D/\rho}$. The general solution is $u=a\sin qx+b\cos qx$. Free ends require $T(\pm L/2)=0$, that is,

$$c^Dq\left(a\cos\frac{qL}{2}\mp b\sin\frac{qL}{2}\right)=hD .$$

Subtracting the two conditions gives $b\sin(qL/2)=0$, so $b=0$ in the frequency range of the fundamental. Adding them fixes $a$:

$$u(x)=\frac{hD}{c^Dq}\,\frac{\sin qx}{\cos(qL/2)} .$$

### Impedance

Let $V$ be the potential at $-L/2$ minus that at $L/2$. Then

$$V=\int_{-L/2}^{L/2}E\,dx=\frac{DL}{\varepsilon^{LS}}-h\left[u\!\left(\tfrac L2\right)-u\!\left(-\tfrac L2\right)\right]
=\frac{DL}{\varepsilon^{LS}}-\frac{2h^2D}{c^Dq}\tan\frac{qL}{2}.$$

Define $X=qL/2=\omega L/(2v^D)$ and take out the common factor:

$$V=\frac{DL}{\varepsilon^{LS}}\left[1-\frac{h^2\varepsilon^{LS}}{c^D}\frac{\tan X}{X}\right]
=\frac{DL}{\varepsilon^{LS}}\left[1-k^2\frac{\tan X}{X}\right].$$

The electrode at $-L/2$ carries charge $AD$, where $A$ is the cross-section, so the current into it is $I=i\omega AD$. With $C_0=\varepsilon^{LS}A/L$,

$$Z=\frac VI=\frac1{i\omega C_0}\left[1-k^2\frac{\tan X}{X}\right].$$

As a check, for $\omega\to0$ we have $\tan X/X\to1$. The bar is then a capacitor $C_0/(1-k^2)=\varepsilon^TA/L$, as it must be when it is free to strain.

### The two frequencies

The antiresonance $f_p$ is a pole of $Z$. The first one above zero frequency lies at $X=\pi/2$, so

$$f_p=\frac{v^D}{2L}.$$

No current flows there, so $D=0$, and the bar vibrates as a half-wave resonator with its open-circuit stiffness.

The resonance $f_s$ is the zero of $Z$, at a phase $X_s$ with $k^2\tan X_s=X_s$. Because $X$ is proportional to frequency, $X_s=(\pi/2)f_s/f_p$. Hence

$$k^2=X_s\cot X_s=\frac\pi2\frac{f_s}{f_p}\cot\left(\frac\pi2\frac{f_s}{f_p}\right).$$

Using $\cot\theta=\tan(\pi/2-\theta)$,

$$\boxed{k_{33}^2=\frac{\pi}{2}\frac{f_s}{f_p}\tan\left(\frac{\pi}{2}\frac{f_p-f_s}{f_p}\right)}$$

The answer is unique, because

$$\frac{d}{dX}(X\cot X)=\frac{\sin2X-2X}{2\sin^2X}<0$$

on $0<X<\pi/2$, where the function falls from 1 to 0. Each ratio $f_s/f_p$ between 0 and 1 gives one coupling between 0 and 1.

### Your numbers

The frequency ratio is $200/250=0.8000$, so

$$X_s=\frac\pi2(0.8000)=1.25664,\qquad
\tan\left(\frac\pi2\cdot\frac{50}{250}\right)=\tan(0.31416)=0.32492,$$

$$k_{33}^2=1.25664\times0.32492=0.4083,\qquad k_{33}=0.639\approx0.64 .$$

In a slow cycle of the kind described above, about 41% of the mechanical work would be converted.

I tested the relation with finite elements that use the short-circuit constants and keep both displacement and potential as unknowns. With constants corresponding to $k_{33}=0.639$, they gave 200.001 kHz with the ends shorted and 250.003 kHz with them open. For three other bars, with input couplings 0.2, 0.5 and 0.75, the boxed formula recovered the input from the computed frequencies to within 0.0001.

### Where the spring model goes wrong

Your formula would follow if shorting the ends changed the stiffness everywhere from $c^D$ to $c^E=1/s^E=c^D(1-k^2)$. The resonance would then be at

$$\frac{v^E}{2L}=f_p\sqrt{1-k^2}=192.3\ \text{kHz},$$

with $v^E=\sqrt{c^E/\rho}$. The actual resonance is at 200 kHz. A short circuit imposes $\int E\,dx=0$, not $E=0$ at each point. The strain varies as $\cos qx$ while $D$ is uniform, so $E=D/\varepsilon^{LS}-hS$ cannot vanish throughout the bar.

The remaining field stiffens the bar. To see this, write the constitutive equations as $T=c^ES-eE$ and $D=eS+\varepsilon^SE$, with $e=d/s^E$ and $\varepsilon^S=\varepsilon^T-d^2/s^E$, which equals $\varepsilon^{LS}$. The stored energy per area is

$$\frac12\int(TS+DE)\,dx=\frac12\int\left(c^ES^2+\varepsilon^SE^2\right)dx .$$

The cross terms cancel. The second term is positive and is absent from the spring model. For a given motion it raises the potential energy without changing the kinetic energy, so by Rayleigh's principle $f_s$ lies above $v^E/(2L)$. The spring formula reads this smaller frequency gap as a weaker coupling.

Your 0.60 is still a legitimate effective coupling of this mode. In the weak-coupling limit the link is simple. Let $\delta=(f_p-f_s)/f_p\ll1$. To leading order,

$$k_{33}^2\approx\frac{\pi^2}{4}\delta,\qquad k_{\rm eff}^2=1-(1-\delta)^2\approx2\delta,\qquad
\frac{k_{\rm eff}^2}{k_{33}^2}\to\frac8{\pi^2}\approx0.81 .$$

For your bar the ratio is $0.36/0.4083=0.88$; with $\delta=0.2$ the leading-order formulas are no longer accurate.

The opposite limit is also instructive. As $k\to1$, $X_s$ becomes small and $X_s\cot X_s\approx1-X_s^2/3$. Then $X_s\approx\sqrt{3(1-k^2)}$, and the resonance falls towards zero frequency while $f_p$ stays at $v^D/(2L)$ if $c^D$, $\rho$ and $L$ are held fixed.

### A bar with these frequencies

The two frequencies fix $k_{33}$ but not the other constants. Suppose the bar is 7.5 mm long with a square section of side 1.5 mm, a density of 7500 kg/m³ and a free relative permittivity of 1500. Then

$$v^D=2Lf_p=3750\ \text{m/s},\qquad s^D=\frac1{\rho (v^D)^2}=9.48\times10^{-12}\ \text{m}^2/\text N,$$

$$s^E=\frac{s^D}{1-k^2}=\frac{9.48\times10^{-12}}{0.5917}=16.02\times10^{-12}\ \text{m}^2/\text N,$$

$$d_{33}=k_{33}\sqrt{s^E\varepsilon^T}=295\ \text{pC/N}.$$

The free capacitance is 3.98 pF, and $C_0=(1-k^2)\times3.98=2.36$ pF.

These are round values in the rough regime of poled lead zirconate titanate ceramics, for which $k_{33}$ of about 0.6 to 0.75 is ordinary. One combination below is untypical: I take a mechanical quality factor of 75, which suits a soft ceramic, whereas a $d_{33}$ near 300 pC/N is closer to harder grades, whose quality factors are often several hundred. The loss estimate is therefore on the pessimistic side for such a grade.

### How far to trust 0.64

In the estimates below, a bar whose ideal frequencies are 200 and 250 kHz is disturbed by one effect at a time. I then ask what the boxed formula would report instead of 0.639.

**Fixture capacitance.** A capacitance $C_s$ in parallel leaves the zero of $Z$ where it is. The antiresonance moves to where the total admittance vanishes:

$$\frac{i\omega C_0}{1-k^2\tan X/X}+i\omega C_s=0
\quad\Rightarrow\quad k^2\frac{\tan X}{X}=1+\frac{C_0}{C_s}.$$

The right side is finite, so $X<\pi/2$ and the antiresonance drops. With $C_s=0.5$ pF it drops to 242.54 kHz, and the formula reports 0.605, about 5% below the true coupling. With this assumed $C_s$ it is the largest of the neglected effects estimated here: the bar itself has so little capacitance that half a picofarad matters. A smaller $C_s$ does less harm. If your 250 kHz was measured with uncorrected fixture capacitance, the true $f_p$ is higher, and so is the true $k_{33}$. Correct for the empty fixture before using the formula.

**Flux through the sides.** Near antiresonance the potential in the bar has wavenumber $q=\pi/L$. Replace the square section by a circle of equal area and radius $a$, so $qa=0.354$. Outside, the potential falls off radially as the modified Bessel function $K_0(qr)$. The ratio of the flux lost through the side to the change of the dielectric part $\varepsilon^{LS}E$ of the axial flux, per unit length, is

$$r=\frac{2\pi a\,\varepsilon_0qK_1(qa)/K_0(qa)}{\pi a^2\varepsilon^{LS}q^2}
=\frac{2\varepsilon_0K_1(qa)}{\varepsilon^{LS}qaK_0(qa)}=0.013 .$$

With this loss, Gauss's law gives an internal field $E=-hS/(1+r)$ instead of $-hS$. The stress $T=c^ES-eE$ then has the stiffness $c^E+eh/(1+r)$, where $eh=k^2c^D$. So the piezoelectric part of the stiffness, $k^2c^D$, is reduced by the factor $1/(1+r)$. This lowers $f_p$ to about 249.3 kHz and the reported coupling to 0.636. It is a partial estimate: it treats the side as part of an endless cylinder with a periodic potential, omits the field outside the end faces, and leaves $f_s$ uncorrected. The end faces leak flux too, so the full shift of $f_p$ is larger, roughly 1 kHz for this bar when the two electrodes sit at equal and opposite potentials relative to the surroundings, and the reported coupling is then about 0.635. With one electrode grounded, the bar also has capacitance to its grounded surroundings, and the shift can be about twice as large.

**Lateral inertia.** As the bar stretches, its sides move inwards, and that motion carries kinetic energy. A Love-type estimate replaces $c^D$ by $c^D-\rho\nu^2\kappa^2\omega^2$, where $\kappa^2$ is one sixth of the side squared. With an assumed Poisson ratio $\nu=0.3$, the frequencies become 199.39 and 249.26 kHz. Both fall, but their ratio hardly changes, and the formula depends on the ratio alone. Within this one-dimensional estimate the reported coupling stays at 0.639. The estimate uses the same $\nu$ at both frequencies. In a real bar the ratio of lateral to axial strain differs between short and open circuit and depends on $d_{31}$, so the cancellation is not exact and the third decimal may change. A thick bar needs a three-dimensional treatment.

**Loss.** With loss, the zero and the pole of $Z$ that mark resonance and antiresonance move to complex frequencies. Read $f_s$ at maximum conductance and $f_p$ at maximum resistance. For an elastic loss tangent of 1/75 in $s^E$ (which is what the quality factor of 75 means here), a dielectric loss tangent of 0.020 and a piezoelectric one of 0.015, the model places them at 199.98 and 250.00 kHz, and $k_{33}$ is again 0.639. Even the minimum and maximum of $|Z|$ give 0.639 here, though heavier damping would separate the two choices further.

**Reading errors.** Reading $f_s$ 1 kHz too high gives 0.634; reading $f_p$ 1 kHz too high gives 0.643. With frequencies known to about 1 kHz, a third decimal has no significance.

**Drive level.** The formula assumes a linear response. At a peak drive of 1 V the mean field is 0.00133 kV/cm, but in the lossy model the local field at resonance reaches 0.035 kV/cm, some 27 times more. That is about 0.4% of an assumed rough coercive field of 10 kV/cm, and the peak stress is 0.25 MPa. Field and stress at resonance grow roughly in proportion to the quality factor, so for a hard grade with a value near 500 they would be about six times larger, some 2% of the assumed coercive field. Switching is remote in either case, but this does not prove strict linearity. Repeat the sweep at a lower voltage and see whether the frequencies move.

Finally, the geometry matters. Suppose instead that a thin bar were poled across its thickness, with electrodes on its two long faces. The field would then point across the bar, and the electrodes would make it the same at every $x$. The wave equation would contain the lengthwise stiffness at constant field, and the boxed formula would not apply. For your end-electroded bar, $k_{33}\approx0.64$ is the value to quote, provided the 250 kHz is already free of the effect of fixture capacitance. The numerical output below lists most of the figures used here.

## Computed results

```
resonance fs: 200.0 kHz
antiresonance fp: 250.0 kHz
ratio fs/fp: 0.8000
phase X_s at resonance: 1.25664 rad
angle (pi/2)(fp-fs)/fp: 0.31416 rad
tangent of that angle: 0.32492
k33 squared: 0.4083
k33: 0.6390
effective modal coupling: 0.6000
finite-element short-circuit frequency: 200.001 kHz
finite-element open-circuit frequency: 250.003 kHz
length L: 7.5 mm
side of square section: 1.5 mm
density: 7500 kg/m3
free relative permittivity: 1500
sound speed v_D: 3750 m/s
v_E/(2L), not the resonance: 192.3 kHz
compliance s33D: 9.48 1e-12 m2/N
compliance s33E: 16.02 1e-12 m2/N
d33: 295 pC/N
free capacitance: 3.98 pF
fixed-length capacitance C0: 2.36 pF
k33 if fs reads 1 kHz high: 0.6337
k33 if fp reads 1 kHz high: 0.6431
assumed stray capacitance: 0.5 pF
fp read with stray capacitance: 242.54 kHz
k33 read with stray capacitance: 0.6051
assumed Poisson ratio: 0.3
fs with lateral inertia: 199.39 kHz
fp with lateral inertia: 249.26 kHz
k33 read with lateral inertia: 0.6391
side-leakage ratio: 0.0131
fp with side leakage: 249.34 kHz
k33 read with side leakage: 0.6362
assumed mechanical Q: 75
assumed dielectric loss tangent: 0.020
assumed piezoelectric loss tangent: 0.015
frequency of maximum conductance: 199.984 kHz
frequency of maximum resistance: 250.000 kHz
k33 from these two: 0.6391
frequency of minimum |Z|: 199.958 kHz
frequency of maximum |Z|: 250.037 kHz
k33 from the |Z| extrema: 0.6394
drive voltage, peak: 1.0 V
mean drive field: 0.00133 kV/cm
peak stress at resonance: 0.2463 MPa
peak local field at resonance: 0.0354 kV/cm
rough coercive field assumed: 10 kV/cm
peak local field / coercive field: 0.00354
```
